## Elastic repulsion between distant coherent islands

Two coherent islands with misfit stresses $s_1$, $s_2$ and volumes $V_1$, $V_2$ sit on an elastically isotropic half-space with Young modulus $E$ and Poisson ratio $\nu$. If their slopes are small and their centre distance $d$ is large compared with their widths, their elastic interaction energy is

$$W(d)=\frac{1-\nu^2}{\pi E}\,\frac{s_1s_2V_1V_2}{d^3}. \tag{1}$$

The misfit stress $s$ is the equal biaxial stress in an island stretched to fit the undeformed substrate, positive in tension. For misfit strain $e_m$ it is $s=Me_m$, where $M$ is the biaxial modulus of the island. Islands with misfits of the same sign repel, whether both are stretched or both are compressed; islands with misfits of opposite sign attract. If island and substrate share the same constants, $M=E/(1-\nu)$, and the prefactor of $V_1V_2/d^3$ for equal misfits becomes $(1+\nu)Ee_m^2/[\pi(1-\nu)]$. The formulas hold unchanged in atomic units, with stress in hartree/bohr$^3$.

### The force dipole of an island

Let the substrate fill $z<0$ and an island fill $0<z<h(\mathbf r)$, with $\mathbf r=(x,y)$. Indices $i,j,k,l$ run over $x,y$, and repeated indices are summed. In-plane equilibrium inside the island reads $\partial_j\sigma_{ij}+\partial_z\sigma_{iz}=0$. Integrating over the thickness, and taking the derivative outside an integral whose upper limit varies, gives

$$\partial_j\!\int_0^h\!\sigma_{ij}\,dz-\sigma_{ij}(h)\,\partial_jh+\sigma_{iz}(h)-\sigma_{iz}(0)=0 .$$

The top surface has a normal along $(-\partial_xh,-\partial_yh,1)$ and carries no load, so the second and third terms cancel. The substrate has outward normal $+z$, and the island therefore exerts on it the traction

$$f_i=\sigma_{iz}(0)=\partial_jN_{ij},\qquad N_{ij}=\int_0^h\sigma_{ij}\,dz. \tag{2}$$

Since $N_{ij}$ vanishes outside the island, the total force is zero. The first moment follows by parts:

$$P_{ij}=\int x_jf_i\,d^2r=-\int N_{ij}\,d^2r=-V\langle\sigma_{ij}\rangle , \tag{3}$$

where the brackets denote the volume average over the island. In a thin island the stress is close to its misfit value $s\delta_{ij}$, so that

$$\mathbf f=s\nabla h,\qquad P_{ij}=-sV\delta_{ij}. \tag{4}$$

A compressed island ($s<0$) pushes the substrate outwards at its edges, and $P_{xx}=P_{yy}>0$.

There is also a normal traction. The shear stress $\sigma_{iz}$ is of order $s\,\partial_ih$, so vertical balance gives $f_z\sim s(h/w)^2$ for an island of width $w$, one power of slope below the in-plane traction. Its net force is zero. Its first moment is $-\int\sigma_{iz}\,dV$, which also vanishes: by equilibrium $\sigma_{iz}$ is the divergence of $z$ times the stress, whose flux is zero through the free top and through the base $z=0$. The normal load thus begins with second moments, and its coupling to a distant dipole falls at least as $d^{-4}$.

### Interaction energy and its sign

Let $\mathbf u(\mathbf r)$ be the in-plane displacement of the substrate surface. Write $G$ for the linear operator that turns traction into displacement, $G^{-1}$ for its inverse, and $\langle\mathbf a,\mathbf b\rangle=\int\mathbf a\cdot\mathbf b\,d^2r$. The substrate stores $\frac12\langle\mathbf u,G^{-1}\mathbf u\rangle$. A thin island follows the surface beneath it, and to first order in strain its energy changes by $\int sh\,\nabla\!\cdot\mathbf u\,d^2r=-\langle\mathbf f,\mathbf u\rangle$. Hence

$$U[\mathbf u]=\tfrac12\langle\mathbf u,G^{-1}\mathbf u\rangle-\langle\mathbf f,\mathbf u\rangle,\qquad U_{\min}=-\tfrac12\langle\mathbf f,G\mathbf f\rangle , \tag{5}$$

the minimum lying at $\mathbf u=G\mathbf f$. For two islands $\mathbf f=\mathbf f_1+\mathbf f_2$. By reciprocity $G$ is symmetric, the two cross terms are equal, and

$$W=-\langle\mathbf f_1,G\mathbf f_2\rangle . \tag{6}$$

The substrate alone contributes $+\langle\mathbf f_1,G\mathbf f_2\rangle$. The change of energy in the islands is twice as large with the opposite sign, and it decides the result.

Measure positions from the island centres and expand the Green tensor $G_{ik}$ about the centre separation $\mathbf d$. A term with no power of position on one island multiplies that island's total force and vanishes. The first surviving term contains one power from each. The relative position enters as $\mathbf x-\mathbf x'$, so the cross product in the second-order Taylor term is $-x_jx'_l\,\partial_j\partial_lG_{ik}$. With the minus sign of (6),

$$W=P^{(1)}_{ij}P^{(2)}_{kl}\,\partial_j\partial_lG_{ik}(\mathbf d)
=s_1s_2V_1V_2\,\partial_i\partial_kG_{ik}(\mathbf d), \tag{7}$$

where the second form uses (4). A half-space has no intrinsic length, so its surface Green tensor falls as $1/r$. Two derivatives give $1/d^3$; the coefficient and sign remain to be found.

### Response of the half-space

In Fourier space $\partial_i\partial_kG_{ik}$ becomes $-q_iq_kG_{ik}(\mathbf q)$, so the displacement along $\mathbf q$ caused by a traction along $\mathbf q$ is sufficient. Take $\mathbf q$ along $x$. The deformation is then plane strain in $x,z$, described by an Airy function $\chi$ with

$$\sigma_{xx}=\partial_z^2\chi,\quad \sigma_{zz}=\partial_x^2\chi,\quad \sigma_{xz}=-\partial_x\partial_z\chi,\qquad \chi=Bz\,e^{qz+iqx}.$$

This $\chi$ is $z$ times a harmonic function, hence biharmonic as required, and it decays into the solid. At $z=0$ it gives, apart from the factor $e^{iqx}$,

$$\sigma_{zz}=0,\qquad \sigma_{xz}=-iqB,\qquad \sigma_{xx}=2qB .$$

The surface is thus loaded by a tangential traction $f=-iqB$, so $B=if/q$. In plane strain $\varepsilon_{yy}=0$ requires $\sigma_{yy}=\nu(\sigma_{xx}+\sigma_{zz})$. At the surface, where $\sigma_{zz}=0$, Hooke's law becomes $\varepsilon_{xx}=(\sigma_{xx}-\nu\sigma_{yy})/E=(1-\nu^2)\sigma_{xx}/E$. Setting this equal to $iqu$ gives

$$iqu=\frac{1-\nu^2}{E}\,2if
\quad\Longrightarrow\quad
u=\frac{g}{q}f,\qquad g=\frac{2(1-\nu^2)}{E}. \tag{8}$$

Therefore $\partial_i\partial_kG_{ik}$ has the transform $-q^2(g/q)=-gq$. To return to real space, start from

$$\int\!\frac{d^2q}{(2\pi)^2}\frac{e^{i\mathbf q\cdot\mathbf r}}{q}=\frac1{2\pi}\int_0^\infty\!J_0(qr)\,dq=\frac1{2\pi r}.$$

Multiplication by $-q^2$ is the Laplacian. In two dimensions $\nabla^2r^n=n^2r^{n-2}$, hence $\nabla^2r^{-1}=r^{-3}$, and for $r\neq0$

$$\partial_i\partial_kG_{ik}(\mathbf r)=\frac{g}{2\pi r^3}=\frac{1-\nu^2}{\pi Er^3}. \tag{9}$$

Inserting (9) in (7) gives (1). The repulsive force is $-dW/dd=3W/d$.

The strain field shows where the sign comes from. By (4) and (8), the displacement far from one island is

$$\mathbf u=\frac{gsV}{2\pi}\nabla\frac1r=-\frac{gsV}{2\pi r^2}\,\hat{\mathbf r}.$$

With $\Theta=gsV/(2\pi r^3)$, the radial strain is $\partial_ru_r=2\Theta$ and the hoop strain is $u_r/r=-\Theta$. Their sum is $\Theta$, which has the sign of $s$. A compressed island stretches the substrate beneath itself but leaves a net in-plane compression at a distance. A second compressed island there finds a substrate that fits it less well, and its energy rises by $W=s_2V_2\Theta$.

### Finite width

For thin islands of any profile, (6) and (9) give $W$ as $s_1s_2$ times the integral of $h_1h_2\,g/(2\pi\rho^3)$ over pairs of points at distance $\rho$. Let the line of centres be $x$. Let $S_x$ and $S_y$ be the sums of the two islands' position variances, weighted by height, along and across this line. The linear Taylor terms vanish because positions are measured from the centres of volume. On the axis $\partial_x^2r^{-3}=12d^{-5}$, $\partial_y^2r^{-3}=-3d^{-5}$, and the mixed derivative is zero. Half of each, times its variance, gives

$$W\to W\left[1+\frac{6S_x-\tfrac32S_y}{d^2}+\dots\right]. \tag{10}$$

The shape is thus absent from the leading law and enters two powers of $d$ later. On an isotropic substrate, at fixed volume and distance, elongated islands repel more strongly when their long axes lie along the line of centres. Anisotropy can reverse this order, as it does at large distance along [100] on silicon (001). For round Gaussian islands, $h=He^{-r^2/2w^2}$ with $V=2\pi Hw^2$, both sums equal $S=w_1^2+w_2^2$ and the correction is $4.5\,S/d^2$.

### Relaxation of the islands

Equation (4) neglects the stress that an island loses by deforming the substrate. To include it, let $\Phi_a[\mathbf u]$ be the full energy of island $a$ on a surface displaced by $\mathbf u$; its traction is $\mathbf f_a=-\delta\Phi_a/\delta\mathbf u$. Let $\mathbf u_a=G\mathbf f_a$ be the solution for island $a$ alone, and take $\mathbf u_1+\mathbf u_2$ as a trial field for the pair. It misses the true minimum by an amount proportional to the strain one island causes at the other, of order $d^{-3}$, so its energy is wrong by order $d^{-6}$. The cross term of the substrate energy is $+\langle\mathbf f_1,G\mathbf f_2\rangle$. Each $\Phi_a$ changes by $-\langle\mathbf f_1,G\mathbf f_2\rangle$ to first order. The sum is again (6), now with relaxed tractions.

For a round island (3) then gives $P_{ij}=-\beta sV\delta_{ij}$, where $\beta s$ is the mean relaxed stress, and (1) acquires the factor $\beta_1\beta_2$. Elasticity has no length scale, so $\beta$ depends on shape and elastic constants but not on size. For islands of one shape the volume product therefore survives relaxation.

To first order in slope, $\beta$ follows from the strain that the unrelaxed traction produces. Its trace is $\theta_{\mathbf q}=i\mathbf q\cdot\mathbf u_{\mathbf q}=-gsq\,h_{\mathbf q}$. For a Gaussian island $h_{\mathbf q}=Ve^{-q^2w^2/2}$, and the average over the island volume is

$$\bar\theta=-\frac{gs}{V}\int\!\frac{d^2q}{(2\pi)^2}\,q|h_{\mathbf q}|^2
=-\frac{gsV}{2\pi}\int_0^\infty\!q^2e^{-q^2w^2}dq
=-\frac{gsV}{8\sqrt\pi\,w^3}=-\frac{\sqrt\pi}{4}\,gs\frac Hw .$$

An equal biaxial strain $\bar\theta/2$ changes the stress by $M\bar\theta/2$, so

$$\beta=1+\frac{M\bar\theta}{2s}=1-\frac{\sqrt\pi}{8}\,gM\,\frac Hw . \tag{11}$$

Strain variations through the island thickness are smaller by a further power of $H/w$.

### Anisotropic substrates

If the response $g(\varphi)$ depends on the direction $\varphi$ of $\mathbf q$, the kernel (9) at polar angle $\vartheta$ becomes

$$K(\mathbf r)=-\int\!\frac{d^2q}{(2\pi)^2}\,q\,g(\varphi)\,e^{i\mathbf q\cdot\mathbf r}.$$

Since $g(\varphi+\pi)=g(\varphi)$, the radial integral may be replaced by half the integral over the whole line, $\frac12\int_{-\infty}^{\infty}q^2e^{iqt}dq=-\pi\delta''(t)$, with $t=r\cos(\varphi-\vartheta)$. Hence

$$K=\frac1{4\pi r^3}\int_0^{2\pi}\!g(\varphi)\,\delta''\big(\cos(\varphi-\vartheta)\big)\,d\varphi .$$

The integrand acts at the two angles normal to $\mathbf r$. With $c=\cos(\varphi-\vartheta)$ as variable, each contributes the second derivative of $g/\sqrt{1-c^2}$ at $c=0$, which is $g''+g$. Therefore

$$K(\mathbf r)=\frac{g+g''}{2\pi r^3}\bigg|_{\varphi=\vartheta+\pi/2}. \tag{12}$$

The inverse cube persists, but the coefficient now depends on direction. On a cubic (001) surface the leading variation is $g=g_0+g_4\cos4\varphi$, and (12) turns it into $g_0-15g_4\cos4\vartheta$. The relative fourfold variation of the repulsion is thus 15 times as large as that of the response. When $g_4/g_0$ exceeds roughly $1/15$ (higher harmonics shift the threshold slightly), $K$ turns negative along [100], and distant islands with misfits of the same sign attract in that direction. With rough cubic constants, $K$ along [100] is about 0.14 of its angular mean for germanium, close to zero for GaAs, and slightly negative for InP.

### Islands in a population

At leading order the energy is a sum over pairs. In two dimensions the number of neighbours between $r$ and $r+dr$ grows as $r\,dr$, so the sum of $r^{-3}$ converges at large distance. For equal islands in a fixed lattice pattern with $n$ islands per area, the sum scales as $n^{3/2}$ and the repulsion energy per area as $nV^2n^{3/2}$. At fixed deposited volume per area, $\eta=nV$, this is $\eta^2n^{1/2}$. The repulsion taken alone, for islands of fixed shape, thus favours fewer and larger islands. The full balance also contains surface energy and the self-energy of each island.

### Worked example

Take $E=160$ GPa, $\nu=0.22$, $M=140$ GPa and $e_m=-0.04$. These are rough, round values in the regime of germanium islands on silicon (001). Two Gaussian islands have $H_1=3$ nm, $w_1=10$ nm and $H_2=2$ nm, $w_2=8$ nm, with centres 80 nm apart. Then

$$s=140\times(-0.04)=-5.60\ \text{GPa},\qquad g=\frac{2(1-0.22^2)}{160}=0.011895\ \text{GPa}^{-1},$$

and $V=2\pi Hw^2$ gives $V_1=1885$ nm$^3$ and $V_2=804.2$ nm$^3$. With $1\ \text{GPa nm}^3=6.2415$ eV,

$$W=\frac{0.011895\times5.60^2\times1885\times804.2}{2\pi\times80^3}\times6.2415\ \text{eV}=1.10\ \text{eV},$$

or 0.0403 hartree. The force is $3W/d=0.041$ eV/nm. The strain trace of island 1 at island 2 is only $-3.9\times10^{-5}$, about a thousandth of the misfit, but it acts on a large volume under high stress. At 900 K, $kT=0.078$ eV, and (1) falls to this value at $80\,(1.097/0.0776)^{1/3}\approx190$ nm.

On the isotropic substrate two corrections largely cancel here. For finite width, $4.5\times164/80^2=0.115$ gives a factor 1.12; numerical integration of the full Gaussian interaction gives 1.14. For relaxation, (11) gives $\beta_1=0.89$ and $\beta_2=0.91$, with product 0.81. Numerical minimization of the energy, with each island treated as a membrane that keeps its in-plane stiffness, gives 0.85. Most of the gap between 0.81 and 0.85 comes from higher orders in slope: the same model gives $\beta_1\beta_2=0.84$. The rest arises because relaxation also redistributes the traction within each island, which matters at this distance. The model omits strain variations through the thickness, which also enter at second order in slope and lower the factor by an amount comparable to this gap. The value 0.85 is therefore not more accurate than 0.81. With the width factor 1.14 and a relaxation factor of 0.8 to 0.85, the energy is 1.0 to 1.1 eV.

Shallow germanium islands on silicon can have {105} facets, whose slope is 0.2; the largest slopes here are 0.18 and 0.15. Of the assumptions whose effect is estimated here, elastic isotropy moves the result most. For a substrate with rough cubic constants $C_{11}=166$, $C_{12}=64$ and $C_{44}=80$ GPa, a numerical solution for the decaying elastic waves gives $g_4/g_0=0.052$. Through (12), with all harmonics kept, the repulsion is 0.26 times the isotropic value along [100] and 1.81 times along [110]. The first factor is a near cancellation: changing $C_{44}$ by 1 GPa moves it by about 0.024 and the second factor by about 0.02. With volumes, misfit stress and distance held fixed, the leading law then gives about 0.28 eV or 2.0 eV instead of 1.10 eV. Along [100] this leading term is so small that finite width matters much more than on an isotropic substrate: integration over the Gaussian profiles at 80 nm raises 0.28 eV to about 0.49 eV, before relaxation. Along [110] it changes the energy by less than 2%. Equation (1) is then a scale for the energy, not a prediction for a given pair.

Other effects are smaller or depend on growth:

- If intermixing removes a quarter of the misfit in both islands at fixed volume, $W$ falls by the factor $0.75^2=0.56$.
- If the surface stress on the islands differs from that of the surrounding surface by 1 GPa nm over an area $2\pi w^2$, each dipole changes by the fraction $1/(|s|H)$, with $H$ in nm: 6% for island 1 and 9% for island 2.
- If all moduli soften by a rough 5% between 300 K and 900 K at fixed $\nu$ and misfit, $W\propto M^2/E$ falls by 5%.

Numbers in the example were calculated in double precision.
